# Orbital and spin-dipolar hyperfine fields from one relativistic l shell: verification in Python

```python
"""Hyperfine field of one l shell at a point nucleus, relativistic mass included.
Result under test, with K = (mu0/4pi) 2 mu_B and S = 1/(1 + (E-V)/(2 m c^2)):
  B_orb,i = -K <S/r^3> Tr[n l_i]
  B_dip,i = -K <S/r^3 - S'/(3 r^2)> sum_j Tr[n T_ij s_j]
  B_con,i = -K (2/3) <S'/r^2> Tr[n s_i]
n: density matrix in (m, spin); T_ij: shell operator of 3 r_i r_j/r^2 - delta_ij.
P, Q: large and small radial components; averages use P^2, the norm uses both.
Hartree atomic units inside the program, fields printed in tesla.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.spatial.transform import Rotation
from scipy.special import lpmv

C_LIGHT = 1.0 / const.fine_structure
BOHR = const.physical_constants["Bohr radius"][0]
MU_B = const.physical_constants["Bohr magneton"][0]
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
FIELD_UNIT = const.mu_0 / (4 * np.pi) * 2 * MU_B / BOHR**3
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)


def orbital_matrices(l):
    """l_x, l_y, l_z in the basis m = l, l-1, ..., -l."""
    m = np.arange(l, -l - 1, -1)
    raising = np.diag(np.sqrt(l * (l + 1) - m[1:] * (m[1:] + 1.0)), 1)
    lowering = raising.T
    return np.array([(raising + lowering) / 2, (raising - lowering) / 2j,
                     np.diag(m)], dtype=complex)


def dipole_tensor(l):
    """Operator form of 3 r_i r_j / r^2 - delta_ij inside the l shell."""
    L = orbital_matrices(l)
    T = np.zeros((3, 3, 2 * l + 1, 2 * l + 1), dtype=complex)
    for i in range(3):
        for j in range(3):
            T[i, j] = (l * (l + 1) * (i == j) * np.eye(2 * l + 1)
                       - 1.5 * (L[i] @ L[j] + L[j] @ L[i]))
    return 2 * T / ((2 * l - 1) * (2 * l + 3))


def shell_traces(n, l):
    """Tr[n l_i], sum_j Tr[n T_ij s_j] and Tr[n s_i]."""
    L, T = orbital_matrices(l), dipole_tensor(l)
    orb = [np.trace(n @ np.kron(L[i], np.eye(2))).real for i in range(3)]
    dip = [sum(np.trace(n @ np.kron(T[i, j], SIGMA[j] / 2)).real
               for j in range(3)) for i in range(3)]
    spin = [np.trace(n @ np.kron(np.eye(2 * l + 1), SIGMA[i] / 2)).real
            for i in range(3)]
    return np.array(orb), np.array(dip), np.array(spin)


def harmonics(l, points):
    """Complex spherical harmonics, m = l ... -l, on unit vectors (N, 3)."""
    z = np.clip(points[:, 2], -1, 1)
    phi = np.arctan2(points[:, 1], points[:, 0])
    rows = []
    for m in range(l, -l - 1, -1):
        k = abs(m)
        norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                         * math.factorial(l - k) / math.factorial(l + k))
        y = norm * lpmv(k, l, z) * np.exp(1j * k * phi)
        rows.append(y if m >= 0 else (-1)**k * y.conj())
    return np.array(rows)


nodes_z, weights_z = np.polynomial.legendre.leggauss(12)
angles = 2 * np.pi * np.arange(24) / 24
zz, ff = np.meshgrid(nodes_z, angles, indexing="ij")
rho = np.sqrt(1 - zz**2)
POINTS = np.stack([rho * np.cos(ff), rho * np.sin(ff), zz], axis=-1).reshape(-1, 3)
WEIGHTS = np.repeat(weights_z * 2 * np.pi / 24, 24)

# Angular operators against quadrature over the sphere and small rotations.
angular_error = 0.0
for l in (1, 2, 3):
    Y = harmonics(l, POINTS)
    L, T = orbital_matrices(l), dipole_tensor(l)
    for i in range(3):
        step = 1e-3
        axis = np.eye(3)[i]
        plus = harmonics(l, Rotation.from_rotvec(step * axis).apply(POINTS))
        minus = harmonics(l, Rotation.from_rotvec(-step * axis).apply(POINTS))
        l_direct = (Y.conj() * WEIGHTS) @ (-1j * (plus - minus) / (2 * step)).T
        # central difference: error about step^2 l^3 / 6
        assert np.allclose(l_direct, L[i], atol=2e-5)
        for j in range(3):
            kernel = 3 * POINTS[:, i] * POINTS[:, j] - (i == j)
            direct = (Y.conj() * WEIGHTS * kernel) @ Y.T
            angular_error = max(angular_error, np.abs(direct - T[i, j]).max())
assert angular_error < 1e-11


def radial_weights(x, P, S, norm):
    """<S/r^3> and <S'/r^2> on a grid uniform in x = ln r."""
    r = np.exp(x)
    dS = CubicSpline(x, S)(x, 1) / r
    return (simpson(P**2 * S / r**2, x=x) / norm,
            simpson(P**2 * dS / r, x=x) / norm)


def dirac_coulomb(Z, kappa):
    """Bound state with radial quantum number 1; returns x, P, Q, S."""
    c = C_LIGHT
    gamma = math.sqrt(kappa**2 - (Z / c)**2)
    energy = c**2 / math.sqrt(1 + (Z / c / (1 + gamma))**2) - c**2
    decay = math.sqrt(-energy * (2 + energy / c**2))
    p0, q0 = 1.0, c * (gamma + kappa) / Z
    p1, q1 = np.linalg.solve(
        [[gamma + 1 + kappa, -Z / c], [Z / c, gamma + 1 - kappa]],
        [decay * p0 + (2 * c + energy / c) * q0, decay * q0 - energy / c * p0])
    # the series must end here: this holds only at the right energy
    assert abs(decay * p1 + (2 * c + energy / c) * q1) < 1e-8 * abs(decay * p1)
    x = np.linspace(-28, math.log(40 / decay), 8001)
    r = np.exp(x)
    envelope = r**gamma * np.exp(-decay * r)
    S = 1 / (1 + (energy + Z / r) / (2 * c**2))
    return x, envelope * (p0 + p1 * r), envelope * (q0 + q1 * r), S


def four_component_value(vector, l, x, P, Q, norm):
    """<c alpha.A> for unit moments along x, y, z, from both components."""
    upper = np.einsum("ms,mn->ns", vector.reshape(2 * l + 1, 2),
                      harmonics(l, POINTS))
    sigma_r = np.einsum("iab,ni->nab", SIGMA, POINTS)
    lower = -1j * np.einsum("nab,nb->na", sigma_r, upper)
    radial = simpson(P * Q / np.exp(x), x=x) / norm
    values = []
    for axis in np.eye(3):
        sigma_a = np.einsum("iab,ni->nab", SIGMA, np.cross(axis, POINTS))
        angular = np.einsum("n,na,nab,nb->", WEIGHTS, upper.conj(), sigma_a, lower)
        values.append(2 * C_LIGHT * angular.real * radial)
    return np.array(values)


# Shell formula against the four-component expectation value.
Z_TEST = 50
rng = np.random.default_rng(4)
dirac_rows, worst_dirac = [], 0.0
for label, l, kappa in (("2s1/2", 0, -1), ("2p1/2", 1, 1), ("3p3/2", 1, -2),
                        ("3d3/2", 2, 2), ("4d5/2", 2, -3)):
    x, P, Q, S = dirac_coulomb(Z_TEST, kappa)
    norm = simpson((P**2 + Q**2) * np.exp(x), x=x)
    w_orb, w_con = radial_weights(x, P, S, norm)
    dim = 2 * (2 * l + 1)
    sigma_l = sum(np.kron(a, b) for a, b in zip(orbital_matrices(l), SIGMA))
    if kappa < 0:
        projector = ((l + 1) * np.eye(dim) + sigma_l) / (2 * l + 1)
    else:
        projector = (l * np.eye(dim) - sigma_l) / (2 * l + 1)
    stretched = np.eye(dim)[0 if kappa < 0 else 1]
    mixed = rng.normal(size=dim) + 1j * rng.normal(size=dim)
    for start in (mixed, stretched):
        vector = projector @ start
        vector = vector / np.linalg.norm(vector)
        orb, dip, spin = shell_traces(np.outer(vector, vector.conj()), l)
        full = w_orb * orb + (w_orb - w_con / 3) * dip + 2 / 3 * w_con * spin
        simple = w_orb * (orb + dip)
        exact = four_component_value(vector, l, x, P, Q, norm)
        error = np.abs(full - exact).max() / np.abs(exact).max()
        worst_dirac = max(worst_dirac, error)
        assert error < 1e-6, (label, full, exact)
    dirac_rows.append((label, exact[2], full[2], simple[2]))
# leaving out the gradient of S must be visible for p1/2
assert abs(dirac_rows[1][3] / dirac_rows[1][1] - 1) > 1e-2


def scalar_solution(energy, l, charge, c, x):
    """Outward scalar-relativistic solution, V = -charge(r)/r.
    Returns normalized P, then S, log derivative at the end, node count,
    and the fraction of the norm in the small component."""
    ll = l * (l + 1)

    def slope(t, y):
        r = math.exp(t)
        kinetic = energy * r + charge(r)
        b = 2 * c * r + kinetic / c
        return [y[0] + b * y[1], -y[1] + (ll / b - kinetic / c) * y[0]]

    r0 = math.exp(x[0])
    power = math.sqrt(ll + 1 - (charge(r0) / c)**2)
    b0 = 2 * c * r0 + (energy * r0 + charge(r0)) / c
    run = solve_ivp(slope, (x[0], x[-1]), [1.0, (power - 1) / b0], t_eval=x,
                    method="DOP853", rtol=1e-10, atol=1e-14)
    assert run.success
    P, Q = run.y
    r = np.exp(x)
    z_eff = np.array([charge(v) for v in r])
    b = 2 * c * r + (energy * r + z_eff) / c
    large = simpson(P**2 * r, x=x)
    small = simpson((Q**2 + ll * P**2 / b**2) * r, x=x)
    crossings = int(np.sum(P[1:] * P[:-1] < 0))
    return (P / math.sqrt(large + small), 2 * c * r / b,
            b[-1] * Q[-1] / P[-1], crossings, small / (large + small))


# Solver in the nonrelativistic limit: 3d hydrogenic <r^-3> = Z^3/405.
x_h = np.linspace(-16, math.log(4.0), 3001)
P_h = scalar_solution(-100 / 18, 2, lambda r: 10.0, 1e6, x_h)[0]
hydrogen_value = simpson(P_h**2 / np.exp(2 * x_h), x=x_h)
assert abs(hydrogen_value / (1000 / 405) - 1) < 1e-5  # finite outer radius

# Model d shell in a sphere.
Z_MODEL, SCREEN_H, SCREEN_D, RADIUS, SHELL = 70, 5.0, 0.9, 2.5, 2


def model_charge(r):
    return 1 + (Z_MODEL - 1) / (SCREEN_H * math.expm1(r / SCREEN_D) + 1)


x = np.linspace(-16, math.log(RADIUS), 3001)
r = np.exp(x)
low, high = -30.0, 5.0
for _ in range(42):
    middle = (low + high) / 2
    _, _, log_derivative, crossings, _ = scalar_solution(
        middle, SHELL, model_charge, C_LIGHT, x)
    if crossings < 2 or (crossings == 2 and log_derivative > -(SHELL + 1)):
        low = middle
    else:
        high = middle
E_SHELL = (low + high) / 2
u, S, log_derivative, crossings, small_part = scalar_solution(
    E_SHELL, SHELL, model_charge, C_LIGHT, x)
assert crossings == 2 and abs(log_derivative + SHELL + 1) < 1e-5
w_orb, w_con = radial_weights(x, u, S, 1.0)
w_dip = w_orb - w_con / 3
w_bare = simpson(u**2 / r**2, x=x)

# Two radial functions: quadratic form against a solution at another energy.
h_energy, shift = 0.005, 0.02
u_dot = (scalar_solution(E_SHELL + h_energy, SHELL, model_charge, C_LIGHT, x)[0]
         - scalar_solution(E_SHELL - h_energy, SHELL, model_charge, C_LIGHT, x)[0]
         ) / (2 * h_energy)
W_cross = simpson(u * u_dot * S / r**2, x=x)
W_dot = simpson(u_dot**2 * S / r**2, x=x)
u_new, S_new = scalar_solution(E_SHELL + shift, SHELL, model_charge, C_LIGHT, x)[:2]
w_new = radial_weights(x, u_new, S_new, 1.0)[0]
dot_norm = simpson(u_dot**2 * r, x=x)
w_two = (w_orb + 2 * shift * W_cross + shift**2 * W_dot) / (1 + shift**2 * dot_norm)
assert abs(w_two - w_new) < 0.2 * abs(w_orb - w_new)

# Density matrix of seven electrons in a model d-shell Hamiltonian (eV).
SPIN_ORBIT, AXIAL, EXCHANGE, TILT, ELECTRONS = 0.3, 0.2, 2.0, 30.0, 7
L = orbital_matrices(SHELL)
tilt = math.radians(TILT)
hamiltonian = SPIN_ORBIT * sum(np.kron(L[i], SIGMA[i] / 2) for i in range(3))
hamiltonian = hamiltonian + AXIAL * np.kron(L[2] @ L[2] - 2 * np.eye(5), np.eye(2))
hamiltonian = hamiltonian - EXCHANGE * np.kron(
    np.eye(5), (math.sin(tilt) * SIGMA[0] + math.cos(tilt) * SIGMA[2]) / 2)
levels, states = np.linalg.eigh(hamiltonian)
gap = levels[ELECTRONS] - levels[ELECTRONS - 1]
assert gap > 1e-3
occupied = states[:, :ELECTRONS]
n = occupied @ occupied.conj().T
orb, dip, spin = shell_traces(n, SHELL)
B_orb = -FIELD_UNIT * w_orb * orb
B_dip = -FIELD_UNIT * w_dip * dip
B_con = -FIELD_UNIT * 2 / 3 * w_con * spin
B_dip_simple = -FIELD_UNIT * w_orb * dip
B_total = B_orb + B_dip + B_con


def show(name, vector, unit, digits=4):
    print(f"{name}: x {vector[0]:.{digits}f}, z {vector[2]:.{digits}f} {unit}")


print(f"field unit K/a0^3: {FIELD_UNIT:.5f} T")
print(f"largest error of T_ij, l=1,2,3: {angular_error:.1e} (dimensionless)")
print(f"Dirac-Coulomb test, Z = {Z_TEST}, m_j = j, -B_z/K in a0^-3:")
for label, exact_z, full_z, simple_z in dirac_rows:
    print(f" {label}: four-comp {exact_z:.5f}, shell formula {full_z:.5f}, "
          f"S/r^3 only {simple_z:.5f}")
print(f"largest relative error, all directions: {worst_dirac:.1e}")
print(f"hydrogenic 3d, Z=10, <r^-3>: {hydrogen_value:.6f} a0^-3")
print(f"model: Z = {Z_MODEL}, H = {SCREEN_H}, d = {SCREEN_D} a0, R = {RADIUS} a0")
print(f"shell energy: {E_SHELL:.6f} hartree ({E_SHELL * HARTREE_EV:.4f} eV)")
print(f"radial nodes: {crossings}; log derivative at R: {log_derivative:.5f}")
print(f"small-component fraction of norm: {small_part:.3e}")
print(f"<r^-3>, large component: {w_bare:.5f} a0^-3")
print(f"<S r^-3>: {w_orb:.5f} a0^-3")
print(f"<S' r^-2>: {w_con:.5f} a0^-3")
print(f"<S r^-3 - S' r^-2/3>: {w_dip:.5f} a0^-3")
print(f"mass reduction <(1-S) r^-3>: {w_bare - w_orb:.5f} a0^-3")
print(f"W(u,udot): {W_cross:.5f} a0^-3/hartree")
print(f"W(udot,udot): {W_dot:.5f} a0^-3/hartree^2")
print(f"norm of udot squared, large part: {dot_norm:.5f} hartree^-2")
print(f"<S r^-3> at energy + {shift} hartree: direct {w_new:.5f}, "
      f"two functions {w_two:.5f}, u only {w_orb:.5f} a0^-3")
print(f"spin-orbit {SPIN_ORBIT}, axial {AXIAL}, exchange {EXCHANGE} eV; "
      f"tilt {TILT} deg")
print(f"electrons Tr n: {np.trace(n).real:.4f}; gap above filled: {gap:.4f} eV")
show("Tr[n l]", orb, "(hbar)", 5)
show("Tr[n s]", spin, "(hbar)", 5)
show("sum_j Tr[n T_ij s_j]", dip, "(hbar)", 5)
show("B_orb", B_orb, "T")
show("B_dip", B_dip, "T")
show("B_con of the d shell", B_con, "T")
show("B total of the d shell", B_total, "T")
show("B_dip with S/r^3 only", B_dip_simple, "T")
show("B_orb with S = 1", -FIELD_UNIT * w_bare * orb, "T")
show("B_dip with S = 1", -FIELD_UNIT * w_bare * dip, "T")
print("tests ok")
```

It prints:

```
field unit K/a0^3: 12.51682 T
largest error of T_ij, l=1,2,3: 3.0e-15 (dimensionless)
Dirac-Coulomb test, Z = 50, m_j = j, -B_z/K in a0^-3:
 2s1/2: four-comp 28342.36869, shell formula 28342.36836, S/r^3 only 0.00000
 2p1/2: four-comp 9225.87969, shell formula 9225.87969, S/r^3 only 9421.28662
 3p3/2: four-comp 1308.68118, shell formula 1308.68118, S/r^3 only 1270.10066
 3d3/2: four-comp 782.05757, shell formula 782.05757, S/r^3 only 784.02671
 4d5/2: four-comp 228.49330, shell formula 228.49330, S/r^3 only 227.55809
largest relative error, all directions: 1.2e-08
hydrogenic 3d, Z=10, <r^-3>: 2.469140 a0^-3
model: Z = 70, H = 5.0, d = 0.9 a0, R = 2.5 a0
shell energy: -0.686161 hartree (-18.6714 eV)
radial nodes: 2; log derivative at R: -3.00000
small-component fraction of norm: 2.284e-04
<r^-3>, large component: 12.97366 a0^-3
<S r^-3>: 12.70884 a0^-3
<S' r^-2>: 0.31727 a0^-3
<S r^-3 - S' r^-2/3>: 12.60308 a0^-3
mass reduction <(1-S) r^-3>: 0.26483 a0^-3
W(u,udot): 9.43549 a0^-3/hartree
W(udot,udot): 7.16408 a0^-3/hartree^2
norm of udot squared, large part: 1.00226 hartree^-2
<S r^-3> at energy + 0.02 hartree: direct 13.08782, two functions 13.08388, u only 12.70884 a0^-3
spin-orbit 0.3, axial 0.2, exchange 2.0 eV; tilt 30.0 deg
electrons Tr n: 7.0000; gap above filled: 0.2219 eV
Tr[n l]: x 0.98018, z 0.99908 (hbar)
Tr[n s]: x 0.76439, z 1.23560 (hbar)
sum_j Tr[n T_ij s_j]: x 0.07301, z -0.34529 (hbar)
B_orb: x -155.9222, z -158.9285 T
B_dip: x -11.5171, z 54.4697 T
B_con of the d shell: x -2.0237, z -3.2712 T
B total of the d shell: x -169.4630, z -107.7299 T
B_dip with S/r^3 only: x -11.6138, z 54.9268 T
B_orb with S = 1: x -159.1713, z -162.2403 T
B_dip with S = 1: x -11.8558, z 56.0714 T
tests ok
```
